# Density Peak Time of a Drifting and Diffusing Electron Swarm

## Problem

At $t=0$ a thin sheet of electrons, $N_s$ per unit area, is released at $x=0$ in a uniform gas and a uniform field. The electrons drift towards positive $x$ with constant velocity $W>0$ and spread with constant longitudinal diffusion coefficient $D$. The gas is unbounded, no electrons are created or lost, and their mutual repulsion is ignored. The number density then obeys

$$\frac{\partial n}{\partial t}=-W\frac{\partial n}{\partial x}+D\frac{\partial^2 n}{\partial x^2}.$$

A detector at the fixed plane $x=d>0$ records $n(d,t)$ without disturbing the swarm.

**(a)** Find $n(x,t)$.

**(b)** Find the time $t_*$ at which the density at $d$ is greatest, and show that there is one such time.

**(c)** Show that for $Wd\gg D$ the leading shift of $t_*$ from $d/W$ is $-D/W^2$. Find the next term, and the opposite limit $Wd\ll D$.

**(d)** Explain why the peak is early although the centre of the swarm reaches $d$ at $d/W$.

**(e)** Evaluate the result for a drift tube with $W=4\times10^6$ cm/s, $D=4\times10^5$ cm²/s and $d=5$ cm. What error arises if $d/t_*$ is taken for the drift velocity?

## Hints

1. A Fourier transform in $x$ turns the transport equation into an ordinary differential equation in $t$.
2. Work with $\ln n$, which has its maximum at the same time as $n$. Expand the square in the exponent before differentiating.
3. The ratio $P=Wd/D$ tells whether drift or diffusion dominates over the distance $d$.
4. For (d), ask how the height of the Gaussian is changing at the moment its centre passes the detector.

## Solution

### (a) The density

Define $\hat n(k,t)=\int n(x,t)\,e^{-ikx}\,dx$. Each $x$ derivative becomes a factor $ik$, so

$$\frac{\partial\hat n}{\partial t}=(-ikW-Dk^2)\,\hat n,\qquad \hat n(k,0)=N_s .$$

The solution is $\hat n=N_s\,e^{-ikWt-Dk^2t}$. With $y=x-Wt$, the inverse transform is

$$n=\frac{N_s}{2\pi}\int_{-\infty}^{\infty}e^{iky-Dtk^2}\,dk .$$

Completing the square gives

$$iky-Dtk^2=-Dt\left(k-\frac{iy}{2Dt}\right)^2-\frac{y^2}{4Dt}.$$

The remaining Gaussian integral is $\sqrt{\pi/(Dt)}$, and therefore

$$n(x,t)=\frac{N_s}{\sqrt{4\pi Dt}}\exp\left[-\frac{(x-Wt)^2}{4Dt}\right].$$

### (b) The peak time

At $x=d$ the exponent is

$$-\frac{(d-Wt)^2}{4Dt}=-\frac{d^2}{4Dt}+\frac{Wd}{2D}-\frac{W^2t}{4D}.$$

The middle term does not depend on time. Hence

$$\ln n(d,t)=\text{const}-\frac12\ln t-\frac{d^2}{4Dt}-\frac{W^2t}{4D},$$

$$\frac{\partial\ln n}{\partial t}=-\frac1{2t}+\frac{d^2}{4Dt^2}-\frac{W^2}{4D}
=-\frac{W^2t^2+2Dt-d^2}{4Dt^2}.$$

The derivative vanishes when $W^2t^2+2Dt-d^2=0$. The product of the two roots is $-d^2/W^2<0$, so one root is positive:

$$t_*=\frac{\sqrt{D^2+W^2d^2}-D}{W^2}.$$

For $0<t<t_*$ the quadratic is negative and the density rises. For $t>t_*$ it is positive and the density falls. The stationary point is therefore the single maximum.

### (c) The two limits

With $P=Wd/D\gg1$,

$$\sqrt{D^2+W^2d^2}=Wd\sqrt{1+\frac1{P^2}}=Wd\left(1+\frac{1}{2P^2}+O(P^{-4})\right).$$

Since $Wd/(2P^2)=D^2/(2Wd)$, division by $W^2$ gives

$$t_*=\frac dW-\frac D{W^2}+\frac{D^2}{2W^3d}+\cdots$$

The leading shift is $-D/W^2$ and does not depend on $d$. The next term is smaller by the factor $1/(2P)$.

For the opposite limit, multiply the numerator and denominator of $t_*$ by $\sqrt{D^2+W^2d^2}+D$:

$$t_*=\frac{d^2}{\sqrt{D^2+W^2d^2}+D}\;\longrightarrow\;\frac{d^2}{2D}\qquad(Wd\ll D).$$

Here diffusion alone carries the electrons to the detector, and $d/W$ is no longer a useful first estimate.

### (d) Why the peak is early

At a fixed time the density is greatest at $x=Wt$, and this spatial maximum passes $d$ at $t=d/W$. The detector compares different times at one place. At $t=d/W$ the exponent is at its greatest value, zero, so its time derivative vanishes. The prefactor $t^{-1/2}$ is still falling, because the swarm is spreading, and it contributes the slope

$$-\frac1{2t}=-\frac W{2d}.$$

The density at the detector is thus already decreasing when the centre arrives.

To find how much earlier the maximum lies, set $t=d/W+\delta$. For small $\delta$ the exponent is $-W^3\delta^2/(4Dd)$, with slope $-W^3\delta/(2Dd)$. The two slopes cancel when

$$-\frac{W}{2d}-\frac{W^3\delta}{2Dd}=0,\qquad \delta=-\frac D{W^2}.$$

A more distant detector sees slower thinning, but also a broader pulse that is more easily displaced. Both slopes scale as $1/d$, which is why $d$ drops out.

The same expansion gives the pulse width and the height of the peak. Writing the exponent as $-\delta^2/(2\sigma_t^2)$ gives $\sigma_t=\sqrt{2Dd/W^3}$. The logarithm of the density at $t_*$ exceeds that at $d/W$ by

$$\frac{W}{2d}\frac{D}{W^2}-\frac{W^3}{4Dd}\frac{D^2}{W^4}=\frac{D}{4Wd}.$$

### (e) The drift tube

The ratio is $P=(4\times10^6)(5)/(4\times10^5)=50$, so the expansion applies. The terms are

$$\frac dW=\frac{5}{4\times10^6}\ \text{s}=1250\ \text{ns},\qquad
\frac D{W^2}=\frac{4\times10^5}{1.6\times10^{13}}\ \text{s}=25\ \text{ns},$$

and the next term is $25/(2\times50)=0.25$ ns. Hence $t_*=1250-25+0.25=1225.25$ ns, or about 1.225 µs. At that moment the centre is still 0.099 cm short of the plane, close to $D/W=0.1$ cm.

The expansion in (d) gives the pulse a width $\sigma_t=250$ ns, ten times the shift, and its height at $t_*$ exceeds that at $d/W$ by only 0.5%. In a noisy record, the time is therefore better obtained by fitting the pulse than by choosing its highest point.

Taking $d/t_*$ for the drift velocity gives $4.08\times10^6$ cm/s, which is 2.0% above the true $W$. A second plane at 10 cm, with all else fixed, has its peak at 2475.125 ns. The difference method gives

$$\frac{5\ \text{cm}}{(2475.125-1225.250)\ \text{ns}}=4.0004\times10^6\ \text{cm/s},$$

which is 0.01% above $W$ within this model. The constant shift has cancelled.

**Comparison with a real tube.** These are rough typical values for a pulsed time-of-flight tube holding a molecular gas at 1 Torr and 300 K, with a reduced field of 30 Td. The gas density is $3.22\times10^{16}$ cm⁻³, the field 9.66 V/cm, and the mobility $\mu=W/E=4.14\times10^5$ cm²/Vs. The energy scale $eD/\mu$ is 0.966 eV. Here $D$ is the longitudinal coefficient, and $\tfrac32eD/\mu$ equals the mean energy only for a constant collision frequency. In a two-term model with a constant elastic cross section, $D$ is about half the transverse coefficient and the mean energy is about $2.7\,eD/\mu$. One important omission is the start: newly released electrons do not yet have their steady energy distribution. Taking $\tfrac32eD/\mu$ as a rough mean energy and neglecting the energy at release, the field must act over at least about $1.5(D/\mu)/E=0.15$ cm to supply it. Drift over that distance takes 37.5 ns. This is a time scale for the resulting offset, not its value or sign, but it is as large as the shift itself. The unbounded gas also leaves out the electrode that releases the electrons. Suppose it absorbs those that diffuse back, and they start at a distance $x_0\ll D/W$ in front of it. An image source at $-x_0$ with weight $-e^{-Wx_0/D}$ then multiplies the density at $d$ by a factor close to $x_0d/(Dt)$. The prefactor becomes $t^{-3/2}$, and the shift grows from $-25$ to about $-73$ ns. This holds for constant $W$ and $D$. In a real tube the electrode acts mainly within about $D/W=0.1$ cm, where the electrons are still gaining energy, so the number gives only the order of the effect. An electrode that reflects the electrons instead gives a shift of about $-48$ ns. With the $t^{-3/2}$ prefactor the two-plane velocity is 0.09% above $W$ rather than 0.01%. The diffusion equation also omits the skewness of the swarm. Adding $-Q\,\partial^3n/\partial x^3$ to its right side, with a trial value $Q=0.2D^2/W$, delays the calculated peak by 7.4 ns. The leading delay is $3Q/(2DW)$, and this trial value may be low: two-term models with elastic losses only give $Q$ between about 1.3 and $2\,D^2/W$, for which the leading estimate is 50 to 75 ns, larger than the diffusion shift and opposite in sign. A measured offset from $d/W$ should therefore not be read as $-D/W^2$ alone. An offset that is the same at both planes cancels in the difference method, but not every offset is of that kind. The sheet here is infinite, whereas a real swarm starts from a spot and spreads sideways. For a Gaussian spot of standard deviation 1 cm, a detector of radius 1.5 cm and a transverse coefficient equal to $D$, the peak at 5 cm moves by a further $-18$ ns and the two-plane velocity is about 0.7% above $W$.

Three further effects are smaller for the trial values used here. An initial spatial width of 0.2 cm or a light pulse of 5 ns (both standard deviations) moves the calculated peak by less than 0.05 ns. A sheet of $10^4$ electrons per cm² has a field $eN_s/(2\epsilon_0)=0.009$ V/cm. Relative to the applied field and multiplied by the transit time, this gives a scale of 1.2 ns, which grows in proportion to $N_s$.

## Variation 1: the detector records a current

**Question.** How does the leading shift change if the signal is the electron flux through an open plane, or into an absorbing collector at $d$?

**Solution.** Since $\partial n/\partial x=-(x-Wt)n/(2Dt)$, the flux through an open plane is

$$J=Wn-D\frac{\partial n}{\partial x}=n\left(W+\frac{d-Wt}{2t}\right)=n\,\frac{d+Wt}{2t}.$$

The new factor adds $W/(d+Wt)-1/t$ to the logarithmic slope. At $t=d/W$ this is $W/(2d)-W/d=-W/(2d)$, equal to the slope already caused by thinning. The total is doubled, and so is the leading shift: $-2D/W^2$.

For an absorbing collector, $n$ must vanish at $d$. With $G(x,t)$ denoting the density found in (a), an image source at $2d$ achieves this:

$$n_{\rm abs}=G(x,t)-e^{Wd/D}\,G(x-2d,t).$$

At $x=d$ the two terms cancel because $(d+Wt)^2=(d-Wt)^2+4Wdt$. Only diffusion contributes to the flux there:

$$J_{\rm abs}=-D\frac{\partial n_{\rm abs}}{\partial x}\bigg|_{d}
=\frac{(d-Wt)+(d+Wt)}{2t}\,G(d,t)=\frac dt\,G(d,t).$$

The prefactor is now $t^{-3/2}$. For a general prefactor $t^{-m}$, the term $-1/(2t)$ in (b) becomes $-m/t$, so that

$$W^2t^2+4mDt-d^2=0,\qquad t_*\simeq\frac dW-\frac{2mD}{W^2}.$$

With $m=3/2$ the leading shift is $-3D/W^2$, or $-75$ ns for the tube above. Numerical maximization at $P=1000$ gives shifts of $-1.999\,D/W^2$ for the open plane and $-2.996\,D/W^2$ for the collector. The kind of signal must therefore be known before a shift is interpreted.

## Variation 2: electrons are lost on the way

**Question.** Attachment removes electrons at a constant frequency $\nu$. How does the density peak move?

**Solution.** The density is multiplied by $e^{-\nu t}$, which adds $-\nu$ to the logarithmic slope. Multiplying the stationarity condition by $-4Dt^2$ gives

$$(W^2+4D\nu)t^2+2Dt-d^2=0,$$

$$t_*=\frac{\sqrt{D^2+(W^2+4D\nu)d^2}-D}{W^2+4D\nu}.$$

For $P\gg1$ and $4D\nu\ll W^2$, the main term is

$$\frac{d}{\sqrt{W^2+4D\nu}}\simeq\frac dW\left(1-\frac{2D\nu}{W^2}\right).$$

Loss therefore adds about $-2\nu Dd/W^3$. Late electrons have had more time to attach, so the pulse is weighted towards early arrivals.

For a trial value $\nu=2\times10^4$ s⁻¹ in the same tube, this estimate is $-1.25$ ns and the full formula gives $-1.20$ ns. The correction is about 5% of the diffusion shift. Unlike that shift, it grows with $d$ and does not cancel between two planes: the inferred velocity is raised by the fraction $2D\nu/W^2=0.1\%$.

## Computed results

```
gas pressure = 1.0 Torr
gas temperature = 300 K
reduced field E/N = 30 Td
gas number density = 3.219e+16 cm^-3
field E = 9.66 V/cm
voltage from source to plane = 48.3 V
drift velocity W = 4.00e+06 cm/s
diffusion coefficient D = 4.00e+05 cm2/s
mobility = 4.142e+05 cm2/Vs
characteristic energy D/mobility = 0.966 eV
distance d = 5.0 cm
P = W d/D = 50.0 (no unit)
d/W = 1250.00 ns
peak time = 1225.250 ns = 1.22525 us
full shift = -24.750 ns
leading shift -D/W^2 = -25.000 ns
next term = 0.250 ns
temporal spread (sigma) = 250.0 ns
centre short of d at peak = 0.0990 cm
log height gain over t=d/W = 0.00500 (no unit)
W from one plane = 4.0808e+06 cm/s
its relative error = 2.020 %
second plane = 10.0 cm
peak time at second plane = 2475.125 ns
W from two planes = 4.00040e+06 cm/s
its relative error = 0.0100 %
distant P for signal comparison = 1000 (no unit)
open-plane flux shift = -1.9990 D/W^2
absorbing-plane flux shift = -2.9955 D/W^2
on-axis density shift = -2.9955 D/W^2
mean-time shift at P=50 = 2.0000 D/W^2
trial loss frequency = 2.0e+04 s^-1
peak change by loss = -1.199 ns
leading estimate for loss = -1.250 ns
trial Q = 0.2 D^2/W = 8.00e+03 cm3/s
peak change by Q = 7.381 ns
leading estimate for Q = 7.500 ns
trial initial width (sigma) = 0.2 cm
peak change by initial width = -0.0096 ns
trial light pulse (sigma) = 5.0 ns
peak change by light pulse = 0.0308 ns
trial electrons per area = 1.0e+04 cm^-2
space-charge field = 0.00905 V/cm
space-charge time scale = 1.171 ns
energy build-up distance = 0.150 cm
energy build-up time scale = 37.5 ns
```
